# Choosing Mean-Field Coverages or Kinetic Monte Carlo for Surface Recombination: a program that tests the result

```python
"""
Rejection-free kinetic Monte Carlo of radical recombination on a lattice,
and the validity of the mean-field coverage equation.

Result under test: with coverage theta and neighbour-pair probability P,
    d theta/dt = a(1-theta) - k theta - z r P,
and the mean-field replacement P = theta^2 is exact in the stationary state
at a = k + z r/2, is approached for fast hopping on a large lattice, and
fails for immobile atoms away from that point.

Symbols (all rates in 1/ms):
  a  adsorption per empty site       k  single-atom loss per adatom
  r  recombination per filled bond   h  hopping per half-filled bond
  z  coordination number             g  P/theta^2, one in mean field
  kappa  relaxation rate of the weak correlations
"""
import math
import random
import numpy as np
from scipy.linalg import expm


def lattice_bonds(shape):
    index = np.arange(math.prod(shape)).reshape(shape)
    bonds = []
    for axis in range(len(shape)):
        shifted = np.roll(index, -1, axis=axis)
        bonds += list(zip(index.ravel().tolist(), shifted.ravel().tolist()))
    return bonds


def move(source, target, position, item):
    """Move an item between unordered lists in constant time."""
    last = source.pop()
    if last != item:
        place = position[item]
        source[place] = last
        position[last] = place
    position[item] = len(target)
    target.append(item)


class SurfaceKMC:
    def __init__(self, shape, a, k, r, h, rng):
        self.rates = (a, k, r, h)
        self.rng = rng
        self.size = math.prod(shape)
        self.bonds = lattice_bonds(shape)
        self.occupied = [0] * self.size
        self.sites = [list(range(self.size)), []]
        self.site_position = list(range(self.size))
        self.filling = [0] * len(self.bonds)
        self.bond_lists = [list(range(len(self.bonds))), [], []]
        self.bond_position = list(range(len(self.bonds)))
        self.touching = [[] for _ in range(self.size)]
        for number, (i, j) in enumerate(self.bonds):
            self.touching[i].append(number)
            self.touching[j].append(number)
        self.events = 0

    def flip(self, site):
        old = self.occupied[site]
        self.occupied[site] = 1 - old
        move(self.sites[old], self.sites[1 - old], self.site_position, site)
        change = 1 - 2 * old
        filling, lists = self.filling, self.bond_lists
        for bond in self.touching[site]:
            before = filling[bond]
            after = before + change
            filling[bond] = after
            move(lists[before], lists[after], self.bond_position, bond)

    def run(self, duration):
        """Advance the clock; return time-averaged theta and P."""
        a, k, r, h = self.rates
        empty, full = self.sites
        _, mixed, pairs = self.bond_lists
        uniform, log = self.rng.random, math.log
        time = atom_time = pair_time = 0.0
        while True:
            n_full, n_pairs = len(full), len(pairs)
            w_ads = a * len(empty)
            w_loss = w_ads + k * n_full
            w_rec = w_loss + r * n_pairs
            total = w_rec + h * len(mixed)
            wait = -log(1.0 - uniform()) / total
            finished = time + wait >= duration
            if finished:
                wait = duration - time
            atom_time += n_full * wait
            pair_time += n_pairs * wait
            if finished:
                break
            time += wait
            self.events += 1
            pick = uniform() * total
            if pick < w_ads:
                self.flip(empty[int(uniform() * len(empty))])
            elif pick < w_loss:
                self.flip(full[int(uniform() * n_full)])
            else:
                group = pairs if pick < w_rec else mixed
                i, j = self.bonds[group[int(uniform() * len(group))]]
                self.flip(i)
                self.flip(j)
        return (atom_time / (duration * self.size),
                pair_time / (duration * len(self.bonds)))


def master_matrix(shape, a, k, r, h):
    """Generator on all occupation states; columns are initial states."""
    size = math.prod(shape)
    states = np.arange(2**size)
    generator = np.zeros((2**size, 2**size))

    def add(mask, rate):
        generator[states ^ mask, states] += rate
        generator[states, states] -= rate

    for site in range(size):
        add(1 << site, np.where((states >> site) & 1, k, a))
    for i, j in lattice_bonds(shape):
        filling = ((states >> i) & 1) + ((states >> j) & 1)
        add((1 << i) | (1 << j), np.array([0.0, h, r])[filling])
    return generator


def stationary(generator):
    matrix = generator.copy()
    matrix[0] = 1.0
    target = np.zeros(len(matrix))
    target[0] = 1.0
    return np.linalg.solve(matrix, target)


def observables(shape):
    """Per-state coverage and filled-bond fraction."""
    size = math.prod(shape)
    states = np.arange(2**size)
    bits = (states[:, None] >> np.arange(size)) & 1
    pair = np.mean([bits[:, i] * bits[:, j]
                    for i, j in lattice_bonds(shape)], axis=0)
    return bits.mean(axis=1), pair


def exact_moments(shape, a, k, r, h):
    probability = stationary(master_matrix(shape, a, k, r, h))
    coverage, pair = observables(shape)
    return coverage @ probability, pair @ probability


def mean_field(a, k, r, z):
    return 2 * a / (a + k + math.sqrt((a + k)**2 + 4 * a * z * r))


def contact_correlation(shape, theta, r, h, kappa):
    """Weak-correlation prediction of P - theta^2."""
    z = 2 * len(shape)
    laplace = np.zeros(shape)
    for axis, length in enumerate(shape):
        wave = 2 * np.pi * np.arange(length) / length
        form = [1] * len(shape)
        form[axis] = length
        laplace = laplace + (2 - 2 * np.cos(wave)).reshape(form)
    inverse = 1 / (2 * kappa + 2 * h * laplace)
    green_0 = inverse.mean()
    green_1 = ((1 - laplace / z) * inverse).mean()
    source = r * theta**2 * (1 - 2 * theta)
    return -source * z * green_1 / (1 - 2 * kappa * green_0)


# Correlation production by an uncorrelated state, from the full generator.
for shape in [(8,), (3, 3)]:
    theta, r = 0.3, 1.7
    coverage, pair = observables(shape)
    atoms = np.rint(coverage * math.prod(shape))
    product = theta**atoms * (1 - theta)**(math.prod(shape) - atoms)
    flow = master_matrix(shape, 0.8, 0.4, r, 0.6) @ product
    production = pair @ flow - 2 * theta * (coverage @ flow)
    assert abs(production + r * theta**2 * (1 - 2 * theta)) < 1e-11

# The uniform state is stationary at the special adsorption rate only.
uniform_error = 0.0
for shape in [(8,), (3, 3)]:
    z = 2 * len(shape)
    for h in [0.0, 0.7]:
        p = stationary(master_matrix(shape, 0.2 + z * 0.6 / 2, 0.2, 0.6, h))
        uniform_error = max(uniform_error, np.max(np.abs(p * len(p) - 1)))
    theta, pair = exact_moments(shape, 0.5, 0.2, 0.6, 0.7)
    assert abs(pair / theta**2 - 1) > 1e-3
assert uniform_error < 1e-9

# First-order response to slow recombination, at finite hopping.
weak_ratios = []
for shape in [(8,), (3, 3)]:
    a, k, r, h = 1.0, 3.0, 1e-5, 2.0
    theta, pair = exact_moments(shape, a, k, r, h)
    predicted = contact_correlation(shape, a / (a + k), r, h, a + k)
    weak_ratios.append((pair - theta**2) / predicted)
assert max(abs(x - 1) for x in weak_ratios) < 2e-3

# Complete mixing: only the total number of atoms remains a variable.
a, k, r, z, number = 1.0, 0.02, 50.0, 4, 2000
count = np.arange(number + 1)
chain = np.zeros((number + 1, number + 1))
for step, rate in [(1, a * (number - count)), (-1, k * count),
                   (-2, r * z * count * (count - 1) / (2 * (number - 1)))]:
    allowed = (count + step >= 0) & (count + step <= number)
    start = count[allowed]
    chain[start + step, start] += rate[allowed]
    chain[start, start] -= rate[allowed]
p = stationary(chain)
theta_mixed = p @ count / number
pair_mixed = p @ (count * (count - 1)) / (number * (number - 1))
mixed_value = (number - 1) * (pair_mixed - theta_mixed**2)
theta_mf = mean_field(a, k, r, z)
kappa = a + k + 2 * z * r * theta_mf
mixed_formula = -z * r * theta_mf**2 * (1 - 2 * theta_mf) / (2 * kappa)
assert abs(mixed_value / mixed_formula - 1) < 0.05  # finite-number terms

# Logarithmic contact factor on a large square lattice.
hop_test, kappa_test = 1000.0, 1.0
lattice_factor = -contact_correlation((1024, 1024), 0.25, 1.0, hop_test,
                                      kappa_test) / (0.25**2 * 0.5)
log_factor = (math.log(32 * hop_test / kappa_test) - math.pi) \
    / (2 * math.pi * hop_test)
assert abs(lattice_factor / log_factor - 1) < 0.01

# Immobile atoms: dilute limit and instantaneous-recombination bound.
theta, pair = exact_moments((8,), 1e-4, 1.0, 5.0, 0.0)
dilute_g, dilute_formula = pair / theta**2, 2 / (2 + 5.0)
assert abs(dilute_g / dilute_formula - 1) < 0.01
ring_fast, _ = exact_moments((9,), 1.0, 0.02, 1e5, 0.0)
ring_bound = 1 / (5 + 0.02)
assert ring_fast > ring_bound

# Sign of the correlation on either side of half coverage.
ring_rows = []
for r_ring in [0.2, 0.98, 5.0]:
    theta, pair = exact_moments((9,), 1.0, 0.02, r_ring, 0.0)
    ring_rows.append((r_ring, theta, pair / theta**2))
assert ring_rows[0][1] > 0.5 and ring_rows[0][2] > 1
assert abs(ring_rows[1][1] - 0.5) < 1e-9 and abs(ring_rows[1][2] - 1) < 1e-9
assert ring_rows[2][1] < 0.5 and ring_rows[2][2] < 1

# Transient of the simulation against the exponential of the generator.
rng = random.Random(20)
ring, clock, replicas = (6,), 0.8, 6000
rates = (1.0, 0.3, 4.0, 2.0)
small = SurfaceKMC(ring, *rates, rng)
samples = np.empty((replicas, 2))
for replica in range(replicas):
    for site in list(small.sites[1]):
        small.flip(site)
    small.run(clock)
    samples[replica] = (len(small.sites[1]) / 6, len(small.bond_lists[2]) / 6)
empty_start = np.zeros(2**6)
empty_start[0] = 1
p = expm(master_matrix(ring, *rates) * clock) @ empty_start
transient_exact = np.array([f @ p for f in observables(ring)])
transient_kmc = samples.mean(axis=0)
transient_error = samples.std(axis=0, ddof=1) / math.sqrt(replicas)
assert np.all(np.abs(transient_kmc - transient_exact) < 5 * transient_error)

# Stationary simulations on the square lattice.
SHAPE, BLOCKS = (32, 32), 10
total_events = 0


def simulate(a, k, r, h, block_time):
    """Return theta, its error, P, its error; the first block is dropped."""
    global total_events
    system = SurfaceKMC(SHAPE, a, k, r, h, rng)
    start = mean_field(a, k, r, 4)
    for site in range(system.size):
        if rng.random() < start:
            system.flip(site)
    system.run(block_time)
    data = np.array([system.run(block_time) for _ in range(BLOCKS)])
    total_events += system.events
    balance = a * (1 - data[:, 0]) - k * data[:, 0] - 4 * r * data[:, 1]
    scatter = balance.std(ddof=1) / math.sqrt(BLOCKS)
    assert abs(balance.mean()) < 6 * scatter
    mean = data.mean(axis=0)
    error = data.std(axis=0, ddof=1) / math.sqrt(BLOCKS)
    return mean[0], error[0], mean[1], error[1]


a, k, r = 1.0, 0.02, 50.0
main_rows = []
for h, block_time in [(0.0, 8.0), (10.0, 3.0), (100.0, 1.0), (400.0, 0.2)]:
    theta, error, pair, _ = simulate(a, k, r, h, block_time)
    x = corrected = None
    if h > 0:
        x = -contact_correlation(SHAPE, theta_mf, r, h, kappa) / theta_mf**2
        corrected = mean_field(a, k, r * (1 - x), 4)
    if h >= 100:
        assert abs(theta - corrected) < 4 * error + x**2 * theta
    else:
        assert theta - theta_mf > 5 * error
    main_rows.append((h, theta, error, pair / theta**2, x, corrected))

fast_r = 5000.0
fast = simulate(a, k, fast_r, 0.0, 8.0)
fast_mf = mean_field(a, k, fast_r, 4)
square_bound = 1 / (9 + k / a)
assert fast[0] - 3 * fast[1] > square_bound > fast_mf

special_r = (a - k) / 2
special = simulate(a, k, special_r, 0.0, 6.0)
assert abs(special[0] - 0.5) < 5 * special[1]
assert abs(special[2] - 0.25) < 5 * special[3]

desorb_k = 10.0
desorb = simulate(a, desorb_k, r, 0.0, 4.0)
desorb_mf = mean_field(a, desorb_k, r, 4)
gamma_desorb = 1 - desorb[0] - desorb_k * desorb[0] / a
gamma_desorb_mf = 1 - desorb_mf - desorb_k * desorb_mf / a
gamma_desorb_error = (1 + desorb_k / a) * desorb[1]
assert gamma_desorb_mf - gamma_desorb > 5 * gamma_desorb_error


def gamma_er(theta):
    return 1 - theta + k * theta / a


print("Rates in 1/ms; coverages, g, x and gamma are dimensionless")
print(f"Lattice {SHAPE[0]} x {SHAPE[1]}, averaging blocks {BLOCKS}")
print(f"Main case: a={a:.2f}, k={k:.2f}, r={r:.1f}")
print(f"Mean field: theta={theta_mf:.5f}, gamma={gamma_er(theta_mf):.4f}")
print(f"Mean-field relaxation rate kappa={kappa:.3f} 1/ms")
for h, theta, error, g, x, corrected in main_rows:
    print(f"KMC h={h:.0f}: theta={theta:.4f} +/- {error:.4f}, g={g:.3f}")
    print(f"  theta/theta_MF={theta / theta_mf:.3f}, "
          f"gamma={gamma_er(theta):.4f}")
    if x is not None:
        print(f"  criterion x={x:.4f}, corrected theta={corrected:.4f}")
print(f"Immobile, r={fast_r:.0f}: theta={fast[0]:.4f} +/- {fast[1]:.4f}")
print(f"  mean field={fast_mf:.5f}, lower bound={square_bound:.4f}")
print(f"  gamma KMC={gamma_er(fast[0]):.4f}, MF={gamma_er(fast_mf):.4f}")
print(f"Immobile, r={special_r:.2f}: theta={special[0]:.4f} "
      f"+/- {special[1]:.4f}")
print(f"  P={special[2]:.4f} +/- {special[3]:.4f}, "
      f"g={special[2] / special[0]**2:.4f}")
print(f"Immobile, desorption k={desorb_k:.0f}, r={r:.0f}:")
print(f"  theta KMC={desorb[0]:.4f} +/- {desorb[1]:.4f}, MF={desorb_mf:.4f}")
print(f"  gamma KMC={gamma_desorb:.3f} +/- {gamma_desorb_error:.3f}, "
      f"MF={gamma_desorb_mf:.3f}")
print(f"  g={desorb[2] / desorb[0]**2:.3f}")
print("Exact ring of 9 sites, a=1, k=0.02, h=0:")
for r_ring, theta, g in ring_rows:
    print(f"  r={r_ring:.2f}: theta={theta:.4f}, g={g:.4f}")
print(f"Ring, r=1e5: theta={ring_fast:.4f}, bound={ring_bound:.4f}")
print(f"Dilute ring (a=1e-4, k=1, r=5): g={dilute_g:.4f}, "
      f"limit={dilute_formula:.4f}")
print(f"Weak-r exact/predicted: ring={weak_ratios[0]:.5f}, "
      f"3x3={weak_ratios[1]:.5f}")
print(f"Mixed chain, N={number}: (N-1)C={mixed_value:.5f}, "
      f"limit={mixed_formula:.5f}")
print(f"Contact factor, h/kappa=1000: lattice/log="
      f"{lattice_factor / log_factor:.4f}")
print(f"Transient, 6-site ring, t={clock:.1f} ms, {replicas} runs:")
print(f"  theta KMC={transient_kmc[0]:.4f} +/- {transient_error[0]:.4f}, "
      f"exact={transient_exact[0]:.4f}")
print(f"  P KMC={transient_kmc[1]:.4f} +/- {transient_error[1]:.4f}, "
      f"exact={transient_exact[1]:.4f}")
print(f"Events in stationary simulations: {total_events}")
print("OK")
```

It prints:

```
Rates in 1/ms; coverages, g, x and gamma are dimensionless
Lattice 32 x 32, averaging blocks 10
Main case: a=1.00, k=0.02, r=50.0
Mean field: theta=0.06821, gamma=0.9332
Mean-field relaxation rate kappa=28.303 1/ms
KMC h=0: theta=0.1597 +/- 0.0008, g=0.163
  theta/theta_MF=2.342, gamma=0.8435
KMC h=10: theta=0.0869 +/- 0.0004, g=0.602
  theta/theta_MF=1.274, gamma=0.9149
  criterion x=0.4296, corrected theta=0.0893
KMC h=100: theta=0.0733 +/- 0.0006, g=0.869
  theta/theta_MF=1.074, gamma=0.9282
  criterion x=0.1369, corrected theta=0.0732
KMC h=400: theta=0.0694 +/- 0.0011, g=0.949
  theta/theta_MF=1.017, gamma=0.9320
  criterion x=0.0540, corrected theta=0.0701
Immobile, r=5000: theta=0.1497 +/- 0.0007
  mean field=0.00705, lower bound=0.1109
  gamma KMC=0.8533, MF=0.9931
Immobile, r=0.49: theta=0.4977 +/- 0.0014
  P=0.2479 +/- 0.0014, g=1.0010
Immobile, desorption k=10, r=50:
  theta KMC=0.0623 +/- 0.0003, MF=0.0484
  gamma KMC=0.315 +/- 0.003, MF=0.468
  g=0.392
Exact ring of 9 sites, a=1, k=0.02, h=0:
  r=0.20: theta=0.7500, g=1.0446
  r=0.98: theta=0.5000, g=1.0000
  r=5.00: theta=0.3194, g=0.6608
Ring, r=1e5: theta=0.2311, bound=0.1992
Dilute ring (a=1e-4, k=1, r=5): g=0.2858, limit=0.2857
Weak-r exact/predicted: ring=1.00000, 3x3=0.99999
Mixed chain, N=2000: (N-1)C=-0.01422, limit=-0.01419
Contact factor, h/kappa=1000: lattice/log=1.0010
Transient, 6-site ring, t=0.8 ms, 6000 runs:
  theta KMC=0.2973 +/- 0.0022, exact=0.2945
  P KMC=0.0730 +/- 0.0016, exact=0.0728
Events in stationary simulations: 1072939
OK
```
